\section*{Symmetry numbers and the scrambling of like dimers into mixed dimers}

\section{Problem}

A precursor vapour is made by letting 2.0 Torr of a dimer A$_2$ and 1.0 Torr of a dimer B$_2$ into a closed vessel at 350 K. The dimers exchange partners,
\begin{equation}
\mathrm{A_2}+\mathrm{B_2}\rightleftharpoons 2\,\mathrm{AB}.
\end{equation}
The monomers A and B stay whole. The gas is ideal, free monomers are negligible, and the reaction energy
\begin{equation}
\Delta E=2E_{AB}-E_{A_2}-E_{B_2}
\end{equation}
is zero. All partition-function factors other than the symmetry numbers cancel between the two sides. Find the equilibrium constant
\begin{equation}
K=\frac{p_{AB}^2}{p_{A_2}p_{B_2}}
\end{equation}
and the final partial pressures. $K$ has no unit, because two molecules turn into two molecules.

\section{A tempting solution}

The bonds on both sides are equally strong and the partition functions cancel. Nothing favours either side, so $\Delta G^\circ=0$ and $K=1$.

For equal starting pressures $a$ of A$_2$ and B$_2$, let $\xi$ be the pressure of A$_2$ that has reacted. Then $K=1$ means $(2\xi)^2=(a-\xi)^2$. The positive root is $\xi=a/3$, which leaves $2a/3$ of each of the three dimers: one third of the vapour is mixed.

\section{Where it fails}

Test this answer by following one A monomer. With equal numbers of A and B and no preference between bonds, its partner is as likely to be a B as another A, when the numbers are large. Half of the A monomers, and likewise half of the B monomers, therefore sit in mixed dimers, so half of all dimers are mixed. The tempting solution gives one third.

The fault is the step from ``the other factors cancel'' to ``everything cancels''. The symmetry numbers are part of the partition functions, and they differ between like and mixed dimers.

\section{Solution}

\subsection{The equilibrium condition}

Let $N_i$ be the number of molecules of species $i$ and $q_i$ its molecular partition function in the volume $V$. For an ideal gas, $F=-k_BT\ln\prod_i(q_i^{N_i}/N_i!)$. With $\ln N!\approx N\ln N-N$ for large $N$,
\begin{equation}
\frac{F}{k_BT}=\sum_i N_i\left(\ln\frac{N_i}{q_i}-1\right),\qquad
\frac{1}{k_BT}\frac{\partial F}{\partial N_i}=\ln\frac{N_i}{q_i}.
\end{equation}
One reaction event changes $N_{A_2}$ and $N_{B_2}$ by $-1$ and $N_{AB}$ by $+2$. At the minimum of $F$ at fixed $T$ and $V$,
\begin{equation}
2\ln\frac{N_{AB}}{q_{AB}}-\ln\frac{N_{A_2}}{q_{A_2}}-\ln\frac{N_{B_2}}{q_{B_2}}=0 .
\end{equation}
Since $p_i=N_ik_BT/V$, the factors $k_BT/V$ cancel in $K$, and
\begin{equation}
K=\frac{N_{AB}^2}{N_{A_2}N_{B_2}}=\frac{q_{AB}^2}{q_{A_2}q_{B_2}} .
\end{equation}

\subsection{The symmetry number}

An integral over all orientations of a molecule counts the same physical state several times if some rotations merely exchange identical atoms. The number $\sigma$ of such proper rotations, the identity included, must be divided out:
\begin{equation}
q_i=\frac{f_i}{\sigma_i}\,e^{-E_i/k_BT}.
\end{equation}

Here $E_i$ is the energy at the minimum of the potential, and $f_i$ holds the contributions of the motion, zero-point vibration included.

For a linear pair the origin of $\sigma$ can be seen in the rotational levels. Let $I$ be the moment of inertia and $\theta=\hbar^2/(2Ik_BT)\ll1$. If the two ends differ, all $J$ occur and the sum becomes an integral:
\begin{equation}
\sum_J(2J+1)e^{-\theta J(J+1)}\approx\int_0^\infty e^{-\theta z}\,dz=\frac1\theta,\qquad z=J(J+1).
\end{equation}
If the ends are identical spinless bosons, the wave function must not change sign when they are exchanged. The exchange multiplies the rotational function by $(-1)^J$, so odd $J$ is forbidden. Half of the closely spaced terms remain, the sum is $1/(2\theta)$, and $\sigma=2$. For two point masses of 180 u held 0.30 nm apart at 350 K, the sum over all $J$ is 11689.0 and the sum over even $J$ is 5844.5.

Spin does not change the conclusion. If each unit has $g$ spin states, the pair has $g(g+1)/2$ symmetric and $g(g-1)/2$ antisymmetric ones. Each class goes with one parity of $J$, and each parity contributes $1/(2\theta)$. The total is $g^2/(2\theta)$. The spin factors then cancel in $K$, since $(g_Ag_B)^2=g_A^2g_B^2$, and the halves stay.

The argument needs $\theta\ll1$. As $T\to0$ the full sum and the even sum both tend to 1, their $J=0$ term, and the factor of two is lost.

\subsection{The equilibrium constant}

Inserting the partition functions gives
\begin{equation}
K=\frac{\sigma_{A_2}\sigma_{B_2}}{\sigma_{AB}^2}\;
\frac{f_{AB}^2}{f_{A_2}f_{B_2}}\;e^{-\Delta E/k_BT}.
\label{eq:general}
\end{equation}
The last two factors are 1 by assumption. For simple pairs, $\sigma_{A_2}=\sigma_{B_2}=2$ and $\sigma_{AB}=1$, so
\begin{equation}
K=\frac{2\cdot2}{1^2}=4 .
\end{equation}

Many precursor dimers are bridged, with the form M$_2$X$_6$: two metal atoms share two ligands, and each carries two more. If the ligands are single atoms, as in the chlorides, such a molecule with equal metals has three perpendicular twofold axes. With the identity this makes $\sigma=4$. If the metals differ, the two axes that exchange them are lost and the axis through both metals survives, so $\sigma=2$. Again
\begin{equation}
K=\frac{4\cdot4}{2^2}=4 .
\end{equation}
In both cases each like dimer has twice the symmetry number of the mixed one; in general only the ratio $\sigma_{A_2}\sigma_{B_2}/\sigma_{AB}^2$ enters. Ligands of several atoms can lower the symmetry: a bridging methyl group cannot lie on a twofold axis, so a rigid M$_2$(CH$_3$)$_6$ has $\sigma\le2$. If AB has several isomers, mirror images included, each has its own equilibrium constant and they must be counted separately.

Because $K$ does not depend on temperature under these assumptions, $\Delta H^\circ=0$. Per reaction event,
\begin{equation}
\Delta G^\circ=-k_BT\ln4=-41.8\ \mathrm{meV},\qquad \Delta S^\circ=k_B\ln4=0.1195\ \mathrm{meV/K},
\end{equation}
or $\Delta S^\circ=11.53$ J/(mol K). The drive towards AB is entropic.

\subsection{The final pressures}

Let $a$ and $b$ be the starting pressures of A$_2$ and B$_2$. At equilibrium $p_{A_2}=a-\xi$, $p_{B_2}=b-\xi$ and $p_{AB}=2\xi$, so
\begin{align}
4\xi^2&=4(a-\xi)(b-\xi)=4\left[ab-(a+b)\xi+\xi^2\right],\\
0&=ab-(a+b)\xi,\qquad \xi=\frac{ab}{a+b}.
\end{align}
The quadratic terms cancel because $K=4$. Hence
\begin{equation}
p_{A_2}=\frac{a^2}{a+b},\qquad p_{B_2}=\frac{b^2}{a+b},\qquad p_{AB}=\frac{2ab}{a+b}.
\end{equation}
With $a=2.0$ Torr and $b=1.0$ Torr,
\begin{equation}
p_{A_2}=\tfrac43=1.333\ \mathrm{Torr},\quad
p_{B_2}=\tfrac13=0.333\ \mathrm{Torr},\quad
p_{AB}=\tfrac43=1.333\ \mathrm{Torr}.
\end{equation}
A direct numerical minimisation of $F$ gives the same pressures.

Divided by the total pressure $a+b$, the three results are $y^2$, $(1-y)^2$ and $2y(1-y)$ with $y=a/(a+b)$. These are the probabilities of drawing two monomers at random. For $a=b$ half of the dimers are mixed, as the argument about one monomer required. For $b\ll a$, $p_{AB}\approx2b$ while $p_{B_2}\approx b^2/a$: a trace of B travels almost entirely as mixed dimers.

\section{The same factor by counting}

Label the monomers and give every complete pairing equal weight, as equal bonds and cancelling factors imply. To count the pairings with $n_{AA}$, $n_{BB}$ and $n_{AB}$ dimers, line up the A monomers and the B monomers in all $N_A!\,N_B!$ orders and pair them off by position. Swapping the two members of a like dimer, or permuting dimers of one kind, gives the same pairing. Therefore
\begin{equation}
W=\frac{N_A!\,N_B!}{2^{n_{AA}+n_{BB}}\,n_{AA}!\,n_{BB}!\,n_{AB}!}.
\end{equation}
Let $W'$ be the number after one more reaction event, with $n_{AA}-1$, $n_{BB}-1$ and $n_{AB}+2$. Two factors of 2 disappear from the denominator, so
\begin{equation}
(n_{AB}+2)(n_{AB}+1)\,W'=4\,n_{AA}n_{BB}\,W .
\end{equation}
Summing over all compositions, where terms without a partner vanish, gives
\begin{equation}
\langle n_{AB}(n_{AB}-1)\rangle=4\,\langle n_{AA}n_{BB}\rangle .
\end{equation}
This holds for any finite number of monomers. Listing all 945 pairings of six A and four B gives 5400 for the sum of $n_{AB}(n_{AB}-1)$ and 1350 for the sum of $n_{AA}n_{BB}$, and $5400/1350=4$. For large numbers the relative fluctuations become negligible and the identity becomes the law of mass action.

\section{Do unequal masses spoil the cancellation?}

A and B have different masses, so the separate factors in $f$ do not cancel one by one. Take the monomers as point masses, with the same bond length and force constant in all dimers, and define
\begin{equation}
x=\frac{4m_Am_B}{(m_A+m_B)^2}.
\end{equation}
The translational factor goes as the total mass to the power $3/2$. The rotational factor goes as the reduced mass $\mu$, with $\mu_{AB}=m_Am_B/(m_A+m_B)$, $\mu_{A_2}=m_A/2$ and $\mu_{B_2}=m_B/2$. The classical vibrational factor $k_BT/\hbar\omega$ goes as $\mu^{1/2}$. The ratios of AB squared to A$_2$ times B$_2$ are
\begin{align}
\text{translation:}\quad&\frac{(m_A+m_B)^3}{(2m_A)^{3/2}(2m_B)^{3/2}}=x^{-3/2},\\
\text{rotation:}\quad&\frac{\mu_{AB}^2}{\mu_{A_2}\mu_{B_2}}=\frac{4m_Am_B}{(m_A+m_B)^2}=x,\\
\text{vibration:}\quad&\left(\frac{\mu_{AB}^2}{\mu_{A_2}\mu_{B_2}}\right)^{1/2}=x^{1/2}.
\end{align}
Their product is 1, so in this classical model $K=4$ for any masses.

Quantum vibration leaves a small remainder. With $u=\hbar\omega/k_BT$, the harmonic sum is $1/[2\sinh(u/2)]$. Relative to the classical $1/u$, its logarithm is $-u^2/24+u^4/2880-\dots$ Since $u^2\propto1/\mu$ and $2/\mu_{AB}=1/\mu_{A_2}+1/\mu_{B_2}$, we have $u_{AB}^2=(u_{A_2}^2+u_{B_2}^2)/2$. The $u^2$ terms cancel, and the next order gives
\begin{equation}
\ln\frac K4\approx\frac{2u_{AB}^4-u_{A_2}^4-u_{B_2}^4}{2880}
=-\frac{(u_{A_2}^2-u_{B_2}^2)^2}{5760}.
\end{equation}
For masses of 180 u and 130 u and a stretch quantum of 35 meV in A$_2$, $u_{A_2}=1.1605$ and $u_{B_2}=1.3655$, and the formula gives $-4.7\times10^{-5}$. The translational ratio is 1.04033 from the masses. Direct sums over the rotational and vibrational levels, with the even-$J$ rule for like dimers, give the ratios 3.89594 and 0.98686. Their product is $K=3.9998$, with $\ln(K/4)=-4.3\times10^{-5}$. This remainder belongs to the rigid rotor with a harmonic stretch. A Morse stretch of depth 0.9 eV with the same force constant changes it to about $-5.0\times10^{-5}$ and leaves $K=3.9998$.

\section{A real vapour}

The temperature and the pressure of A$_2$ are round values in the rough regime of gallium trichloride vapour. The pressure of B$_2$ is chosen for easy arithmetic. If B$_2$ were the dimer of aluminium trichloride, whose saturation pressure at 350 K is only about 0.1 Torr, part of it would condense at the pressures used here. Such a mixture needs less B$_2$ or a higher temperature; the formulas for the gas stay the same. The shared chloride ligands matter: with different ligands, ligand exchange would add further products. The point-mass stretch is a model and does not represent all vibrations of a bridged molecule.

A real mixture need not satisfy $\Delta E=0$. At 350 K, $k_BT=30.16$ meV, so a reaction energy of $-10$ meV gives $K=4e^{10/30.16}=5.57$ and raises $p_{AB}$ from 1.333 to 1.429 Torr. A value of $+10$ meV gives $K=2.87$ and 1.234 Torr. These energies show the sensitivity and are not estimates for a particular pair. A mismatch in the factors $f$ enters Eq.~\eqref{eq:general} in the same multiplicative way.

Some dimers also dissociate. Take a rough dissociation enthalpy of 0.9 eV and entropy of 1.5 meV/K at 1 bar, the same for A$_2$ and B$_2$. The constant $D=p_A^2/p_{A_2}=p_B^2/p_{B_2}$ is then
\begin{equation}
D=(1\ \mathrm{bar})\,e^{-(900-350\times1.5)/30.16}=3.0\times10^{-3}\ \mathrm{Torr}.
\end{equation}
From $K=4$, $p_{AB}=2p_Ap_B/D$. Conservation of A and of B reads
\begin{equation}
p_A\left[1+\frac{2(p_A+p_B)}{D}\right]=2a,\qquad
p_B\left[1+\frac{2(p_A+p_B)}{D}\right]=2b .
\end{equation}
Division gives $p_A/p_B=a/b$, so the proportions among the dimers are unchanged. About 1.6\% of the monomers are free, and $p_{AB}$ falls to 1.31 Torr. Non-ideality is smaller: with a virial coefficient of rough size 1 nm$^3$, density times coefficient is $8\times10^{-5}$. A coefficient several times larger would still leave this far below the free share of the monomers.

Finally, $K$ says where scrambling ends and not how fast it gets there. If exchange proceeds by dissociation, with a barrier of 0.9 eV and a rough prefactor of $10^{13}$ s$^{-1}$, a dimer lasts about $10^{-13}e^{900/30.16}\ \mathrm{s}\approx0.9$ s. This time is inversely proportional to the prefactor, which can be larger by powers of ten when the fragments separate loosely, so the number only illustrates the estimate. Combined with the value of $D$ above, 0.9 s would mean that only about one collision of two monomers in $10^4$ forms a dimer; if every collision did, a dimer would last about $10^{-4}$ s. A vapour that is mixed and kept at 350 K comes close to the equilibrium composition after several times the actual exchange time, which $K$ does not give. Scrambling at a higher temperature is faster. It leads to the same proportions among the dimers if $K=4$ still holds and if A$_2$ and B$_2$ either dissociate negligibly or share the same $D$. If one dimer is bound more weakly, more of its monomers are free when hot, and the proportions among the remaining dimers shift although $K$ stays 4. The numerical output below lists the parameters and results of the calculations.

\section*{Numbers as computed}
\begin{verbatim}
temperature: 350 K
thermal energy kT: 30.16 meV
starting pressure of A2: 2.0 Torr
starting pressure of B2: 1.0 Torr
symmetry numbers of bridged A2, B2, AB: 4, 4, 2
K from symmetry numbers: 4.0
monomer masses A, B: 180, 130 u
distance between point masses: 0.30 nm
stretch quantum of A2: 35.0 meV
u of A2, B2, AB: 1.1605, 1.3655, 1.2671
rotational sum of A2, even J: 5844.5
rotational sum of A2, all J: 11689.0
even-J share of the sum: 0.500000
mass ratio x: 0.97399
translational ratio: 1.04033
rotational ratio, with even-J rule: 3.89594
vibrational ratio: 0.98686
K from level sums: 3.99983
ln(K/4) from level sums: -4.32e-05
ln(K/4) from leading formula: -4.66e-05
pairings of 6 A and 4 B monomers: 945
sum of n_AB(n_AB-1) over pairings: 5400
sum of n_AA n_BB over pairings: 1350
equilibrium pressure of A2: 1.3333 Torr
equilibrium pressure of B2: 0.3333 Torr
equilibrium pressure of AB: 1.3333 Torr
K from minimum of free energy: 4.0000
standard reaction free energy: -41.81 meV
standard reaction entropy: 0.1195 meV/K
standard reaction entropy, molar: 11.53 J/(mol K)
reaction energy -10 meV: K = 5.573, AB = 1.429 Torr
reaction energy +10 meV: K = 2.871, AB = 1.234 Torr
dissociation energy, entropy: 0.9 eV, 1.5 meV/K
dissociation constant of A2 and B2: 2.99e-03 Torr
share of monomers that are free: 1.57 %
AB pressure with dissociation: 1.3125 Torr
virial coefficient, rough size: 1.0 nm^3
non-ideality, density times virial: 8.3e-05
bond-breaking prefactor: 1e+13 1/s
time to break a dimer: 0.91 s
\end{verbatim}
